# Slope of a Narrow Line Heater on a Crystal with Tilted Axes

When the measured temperature of a line heater on an anisotropic crystal is converted into a conductivity, one must decide which combination of tensor components the fitted number represents. Candidates are the component normal to the surface, the geometric mean of the two diagonal components, and the square root of a determinant. The first generally differs from the other two even when the principal axes are aligned with the surface and the line. The other two then coincide, but they separate when the axes are tilted in the plane perpendicular to the line. A wrong choice can bias the components extracted afterwards.

## Setting and theorem

A straight metal line of width $2b$ runs along $y$ on the surface $z=0$ of a homogeneous crystal filling $z>0$. The conductivity tensor $\kappa$ is symmetric and positive definite, and $C$ is the heat capacity per volume. Oscillating quantities are real parts of complex amplitudes times $e^{i\omega t}$. The heater delivers power per length of amplitude $p'$, spread uniformly over its width. The line is infinitely long, and the free surface loses no heat. Define

$$D=\kappa_{xx}\kappa_{zz}-\kappa_{xz}^2,\qquad q^2=\frac{i\omega C\kappa_{zz}}{D},\qquad \epsilon=|q|^2b^2=\frac{\omega C\kappa_{zz}b^2}{D},$$

with $\operatorname{Re}q>0$. Positivity of $\kappa$ gives $D>0$.

**Theorem.** For $\epsilon\ll1$, the complex temperature amplitude $\Delta T$ averaged over the heater width obeys

$$\frac{d\,\operatorname{Re}\Delta T}{d\ln\omega}=-\frac{p'}{2\pi\sqrt D}\left[1-\frac{\pi\epsilon}{12}+O(\epsilon^2|\ln\epsilon|)\right].$$

The slope is inversely proportional to $\sqrt D$, so its reciprocal measures $\sqrt D$. Here $D$ is the determinant of the $2\times2$ block of $\kappa$ in the plane perpendicular to the line.

## Lemma 1: the surface hides the tilt

**Lemma.** A surface flux $\hat f(k)e^{ikx}$ produces the surface temperature $\hat f(k)e^{ikx}/S(k)$, where $S^2=Dk^2+i\omega C\kappa_{zz}$ and $\operatorname{Re}S>0$.

**Proof.** The heat flux is $J_i=-\kappa_{ij}\partial_jT$. Nothing depends on $y$, so $\kappa_{xy}$ and $\kappa_{yz}$ drop out of the energy balance:

$$i\omega CT=\kappa_{xx}\partial_x^2T+2\kappa_{xz}\partial_x\partial_zT+\kappa_{zz}\partial_z^2T.$$

Insert $T\propto e^{ikx-\lambda z}$, for which $\partial_x\to ik$ and $\partial_z\to-\lambda$:

$$i\omega C=-\kappa_{xx}k^2-2i\kappa_{xz}k\lambda+\kappa_{zz}\lambda^2.$$

Multiply by $\kappa_{zz}$ and complete the square, using $(\kappa_{zz}\lambda-i\kappa_{xz}k)^2=\kappa_{zz}^2\lambda^2-2i\kappa_{xz}\kappa_{zz}k\lambda-\kappa_{xz}^2k^2$:

$$(\kappa_{zz}\lambda-i\kappa_{xz}k)^2=(\kappa_{xx}\kappa_{zz}-\kappa_{xz}^2)k^2+i\omega C\kappa_{zz}=S^2.$$

The root that decays into the crystal is $\lambda=(i\kappa_{xz}k+S)/\kappa_{zz}$. The inward flux at the surface is

$$-(\kappa_{xz}\partial_x+\kappa_{zz}\partial_z)T=(\kappa_{zz}\lambda-i\kappa_{xz}k)T=ST.$$

Dividing the flux by $S$ gives the temperature. $\square$

The tilt survives inside the crystal as the factor $e^{-ik\kappa_{xz}z/\kappa_{zz}}$, which displaces the pattern sideways by $\kappa_{xz}z/\kappa_{zz}$ at depth $z$. This displacement vanishes at the surface, where the thermometer sits.

## Lemma 2: the heater average

The flux is $p'/(2b)$ for $|x|<b$, with Fourier transform $p'\operatorname{sinc}(kb)$, where $\operatorname{sinc}u=\sin u/u$. Averaging the temperature over the same strip supplies a second sinc. Since the integrand is even and $S=\sqrt D\sqrt{k^2+q^2}$,

$$\Delta T=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\frac{p'\operatorname{sinc}^2(kb)}{S(k)}=\frac{p'}{\pi\sqrt D}F,\qquad F=\int_0^\infty\frac{\operatorname{sinc}^2(kb)}{\sqrt{k^2+q^2}}\,dk.$$

**Lemma.** With $\ell=\ln(qb)=\tfrac12\ln\epsilon+i\pi/4$ and Euler's constant $\gamma$,

$$F=-\ell+\frac32-\gamma+\frac{i\epsilon}{6}\left(\frac{19}{12}-\gamma-\ell\right)+O(\epsilon^2|\ln\epsilon|).$$

**Proof.** The factor $\operatorname{sinc}^2(kb)$ is the average of $\cos k(x-x')$ over two points of the strip. Since $\int_0^\infty\cos(kr)(k^2+q^2)^{-1/2}dk=K_0(qr)$, $F$ is the average of $K_0(q|x-x'|)$. Write $|x-x'|=2bu$. The separation $u$ of two independent uniform points on a unit interval has density $2(1-u)$, so

$$\langle\ln u\rangle=2\left(-1+\tfrac14\right)=-\tfrac32,\qquad \langle u^2\rangle=2\left(\tfrac13-\tfrac14\right)=\tfrac16,$$

$$\langle u^2\ln u\rangle=2\left(-\tfrac19+\tfrac1{16}\right)=-\tfrac7{72}.$$

For small argument,

$$K_0(w)=-\ln\frac w2-\gamma+\frac{w^2}{4}\left(1-\gamma-\ln\frac w2\right)+O(w^4|\ln w|).$$

With $w=2qbu$ we have $w/2=qbu$ and $w^2/4=q^2b^2u^2$. Averaging gives

$$F=-\ell+\frac32-\gamma+q^2b^2\left[\frac{1-\gamma-\ell}{6}+\frac7{72}\right]+\cdots.$$

Finally $q^2b^2=i\epsilon$, and $7/72=(7/12)/6$ turns the bracket into the stated one. $\square$

At $\epsilon=0.02$, direct integration gives $2.88139-0.77552i$ and the expansion $2.88141-0.77552i$.

**Proof of the theorem.** In the correction, the imaginary part of $-\ell$ multiplies $i\epsilon/6$ and yields the real number $(i\epsilon/6)(-i\pi/4)=\pi\epsilon/24$. Hence

$$\operatorname{Re}F=-\frac12\ln\epsilon+\frac32-\gamma+\frac{\pi\epsilon}{24}+O(\epsilon^2|\ln\epsilon|).$$

Because $\epsilon\propto\omega$, differentiation with respect to $\ln\omega$ gives $-\frac12+\pi\epsilon/24$. Multiplication by $p'/(\pi\sqrt D)$ proves the result. $\square$

A slope taken between two frequencies is the change in $\operatorname{Re}F$ divided by $\ln(\epsilon_2/\epsilon_1)$. Relative to $-\frac12$, its magnitude changes by

$$-\frac{\pi(\epsilon_2-\epsilon_1)}{12\ln(\epsilon_2/\epsilon_1)}$$

at this order. Finite width therefore makes the inferred $\sqrt D$ too large.

The out-of-phase amplitude tends to $-p'/(4\sqrt D)$, so its level offers a second route to the same determinant. Its width correction is of order $\epsilon|\ln\epsilon|$, larger at small $\epsilon$ than that of the slope.

## Corollary: rotating the crystal or the line

Rotating the crystal about the line rotates the $x,z$ block and leaves its determinant unchanged. To leading order in $\epsilon$, the slope keeps its value, while $\kappa_{zz}$ changes the offset:

$$F_{\rm new}-F_{\rm old}=-\frac12\ln\frac{\kappa_{zz,\rm new}}{\kappa_{zz,\rm old}}.$$

For a line along a general unit vector $t$, the cofactor formula for the inverse matrix gives $t\cdot\kappa^{-1}t=D/\det\kappa$. In terms of the principal values $\kappa_i$ and the components of $t$ along the principal axes,

$$D=\det\kappa\;(t\cdot\kappa^{-1}t)=\kappa_2\kappa_3t_1^2+\kappa_1\kappa_3t_2^2+\kappa_1\kappa_2t_3^2.$$

If the line follows principal axis 1, then $D=\kappa_2\kappa_3$ whatever the tilt of the other two axes. For other directions all three principal values can enter.

A finite-element solution of the original heat equation tests the slope and the offset under rotation about the line, without using Lemma 1. The determinant identity for a general line direction is checked separately, by matrix algebra on a random orientation. The principal values in the plane were 10 and 1 in relative units, so $\sqrt D=3.162$, and the slope was taken between $\omega Cb^2=0.002$ and $0.02$ in the same units. For the high-conductivity axis tilted by 0, 35 and 70 degrees from the normal, the slopes gave 3.169, 3.171 and 3.165. The geometric mean $\sqrt{\kappa_{xx}\kappa_{zz}}$ would have been 3.162, 5.280 and 4.286. The offset shifts from zero tilt were 0.170 and 0.784, against 0.176 and 0.792 from the logarithm.

## Finite thickness

Let the crystal have thickness $d$. The second root, $\lambda=(i\kappa_{xz}k-S)/\kappa_{zz}$, is now allowed and carries inward flux $-S$ per unit temperature. Thus

$$T=e^{ikx-ik\kappa_{xz}z/\kappa_{zz}}\left(Ae^{-Sz/\kappa_{zz}}+Be^{Sz/\kappa_{zz}}\right),$$

and the flux has the same form with $S(A\cdots-B\cdots)$. Put $a=Sd/\kappa_{zz}$. An insulated back requires zero flux, hence $B=Ae^{-2a}$. A cold back requires zero temperature, hence $B=-Ae^{-2a}$. The surface ratio of temperature to flux, $(A+B)/[S(A-B)]$, becomes

$$\frac{\coth a}{S}\quad\text{(insulated)},\qquad \frac{\tanh a}{S}\quad\text{(cold)}.$$

Again the tilt enters as a phase that cancels. Finite elements at depth $20b$ and tilt 35 degrees gave $F=2.890-1.102i$ for an insulated back at $\omega Cb^2=0.02$, where the formula gives $2.896-1.102i$. For a cold back at zero frequency they gave 3.239, against 3.246.

These formulas show how the theorem fails at low frequency. With a cold back, $F$ tends to a finite constant and the logarithmic slope vanishes. With an insulated back, wave numbers with $|a|\ll1$ dominate. There $\coth a/S\approx\kappa_{zz}/(S^2d)$, so

$$F\approx\frac{\kappa_{zz}}{d\sqrt D}\int_0^\infty\frac{dk}{k^2+q^2}=\frac{\pi\kappa_{zz}}{2d\sqrt D\,q}.$$

This grows as $\omega^{-1/2}$, and no logarithmic window remains.

## Finite length

Let the line have length $L$ and lie along a principal axis, so that $\kappa_{xy}=\kappa_{yz}=0$. A wave number $k_y$ adds $\kappa_{yy}k_y^2$ to $i\omega C$ in Lemma 1. Hence $q^2$ becomes $q^2+s^2k_y^2$, with $s^2=\kappa_{zz}\kappa_{yy}/D$. In real space, the line kernel $K_0(qr)$ is resolved along $y$ into

$$G(y)=\frac{e^{-qR}}{2sR},\qquad R^2=r^2+\frac{y^2}{s^2},\qquad \int_{-\infty}^{\infty}G\,dy=K_0(qr).$$

Averaging over source and thermometer positions weights separation $y$ by $1-|y|/L$. For $L$ much longer than the decay length, the missing part is, with $y=s\eta$ and $\eta\,d\eta=R\,dR$,

$$-\frac2L\int_0^\infty yG\,dy=-\frac sL\int_r^\infty e^{-qR}dR=-\frac{s}{qL}e^{-qr}.$$

Since $s/q=\sqrt{\kappa_{yy}/(i\omega C)}$, averaging over the strip gives

$$\delta F=-\frac WL\sqrt{\frac{\kappa_{yy}}{i\omega C}},\qquad W=\int_0^1 2(1-u)e^{-2Qu}du=\frac{2Q-1+e^{-2Q}}{2Q^2},\quad Q=qb.$$

For small $Q$, $W\approx1-2Q/3$. The first-order term contributes $\frac{s}{qL}\,\frac{2qb}{3}=\frac{2sb}{3L}$ to $\delta F$. This is independent of frequency, so it shifts the offset and leaves the slope unchanged at this order.

## From temperature to voltage

From here on, $R$ denotes the electrical resistance of the line. Let the current be $\sqrt2I\cos\theta$, with $\theta=\omega_1t$ and rms value $I$. The power $I^2R(1+\cos2\theta)$ oscillates at $\omega=2\omega_1$ with amplitude equal to its mean, so $p'=I^2R/L=V_1^2/(RL)$, where $V_1=IR$. This neglects the change of $R$ with temperature in the power, a relative correction of order $\beta\Delta T$. For temperature coefficient $\beta$, the in-phase resistance change is $R\beta\operatorname{Re}\Delta T\cos2\theta$. Because $\cos\theta\cos2\theta=\frac12(\cos\theta+\cos3\theta)$, the in-phase rms third harmonic is $V_3=\frac12V_1\beta\operatorname{Re}\Delta T$. The leading theorem then gives

$$\left|\frac{dV_3}{d\ln\omega}\right|=\frac{V_1\beta}{2}\,\frac{V_1^2}{2\pi RL\sqrt D},\qquad \sqrt D=\frac{\beta V_1^3}{4\pi LR\,|dV_3/d\ln\omega|}.$$

## Example: an off-axis plate

Take round parameters in the rough range of quartz near room temperature: 10 W/(m K) along the optic axis, 6 W/(m K) across it, and $C=2.0$ J/(cm³ K). The axis lies in the $x,z$ plane, 40 degrees from the normal. Then $\kappa_{xx}=7.653$, $\kappa_{zz}=8.347$ and $\kappa_{xz}=1.970$ W/(m K), and

$$\sqrt D=\sqrt{7.653\times8.347-1.970^2}=\sqrt{60.0}=7.746\ \text{W/(m K)}.$$

The line is 10 µm wide and 5 mm long, with $R=80$ Ω, $\beta=3.0\times10^{-3}$ K⁻¹ and mean power 4.0 W/m. At current frequencies of 50 and 500 Hz, $1/|q|$ is 75.6 and 23.9 µm, and $\epsilon$ is 0.0044 and 0.0437. The ideal infinite-line response gives in-phase amplitudes of 0.598 and 0.410 K, and third harmonics of 1135.2 and 777.7 µV. The slope is

$$\frac{777.7-1135.2}{\ln10}\approx-155.3\ \text{µV}.$$

With $V_1=1.2649$ V,

$$\sqrt D_{\rm found}=\frac{(3.0\times10^{-3})(1.2649)^3}{4\pi(5\times10^{-3})(80)(155.25\times10^{-6})}=7.78\ \text{W/(m K)},$$

or 0.0778 W/(cm K). The excess of 0.44% over the input is the finite-width effect: the computed slope is low by 0.439%, and the leading formula predicts 0.447%. By comparison, $\sqrt{\kappa_{xx}\kappa_{zz}}=7.99$ W/(m K) lies 3.2% above $\sqrt D$, and $\kappa_{zz}$ lies 7.8% above it.

A second line along $x$ on the same surface sees the $y,z$ block. With principal values $\kappa_\parallel$ and $\kappa_\perp$, and $\theta_c$ the tilt of the optic axis,

$$D_1=\kappa_\parallel\kappa_\perp,\qquad D_2=\kappa_\perp\kappa_{zz}=D_1\cos^2\theta_c+\kappa_\perp^2\sin^2\theta_c.$$

If $\theta_c$ is known and nonzero, $\kappa_\perp=\sqrt{(D_2-D_1\cos^2\theta_c)/\sin^2\theta_c}$, and $\kappa_\parallel=D_1/\kappa_\perp$. The two simulated slopes, 7.780 and 7.114 W/(m K) when expressed as $\sqrt D$, return $\kappa_\perp=6.04$ and $\kappa_\parallel=10.02$ W/(m K). The subtraction amplifies errors: raising $\sqrt{D_2}$ by 1%, with $D_1$ and the angle fixed, raises $\kappa_\perp$ by 3.3% and lowers $\kappa_\parallel$ by 3.2%.

## Why the offset is less reliable

A metal film also conducts sideways, so the flux under it need not be uniform. To leading order for small $qb$, the kernel is $-\ln(q|x-x'|/2)-\gamma$. Changing the frequency adds the same constant at every position, so it does not redistribute the flux. The leading slope is therefore unaffected, but the constant changes.

In the isothermal limit, the normalized flux is $1/(\pi\sqrt{b^2-x^2})$. With $x=b\cos\phi$ it is uniform in $\phi$, and

$$\ln|\cos\phi-\cos\phi'|=-\ln2-2\sum_{n\ge1}\frac{\cos n\phi\cos n\phi'}{n}$$

averages to $-\ln2$ over $\phi'$ at every $\phi$. The temperature is thus uniform, as required, with $F=-\ln(qb)+\ln4-\gamma$. The constant $3/2$ has become $\ln4$, a drop of 0.114. Finite elements on a single mesh gave 0.135. The flux is singular at the heater edges, which this coarse mesh resolves poorly; the converged drop is 0.114.

For a 200 nm gold film with a rough conductivity of 200 W/(m K), the same mesh gives a shift of $F$ of $-0.098$, whose size is too large by about 0.01 because the mesh is coarse; the converged shift is $-0.0875$. An analysis assuming uniform flux would then overestimate $\kappa_{zz}$ by about 19%, while the slope magnitude falls by about 0.2%. An interface resistance of 10 m² K/GW under uniform flux adds a frequency-independent temperature. It raises $F$ by 0.024 and lowers the apparent $\kappa_{zz}$ by 4.8%.

## The model beside a real plate

The conductivities, heat capacity and film properties are rough values for quartz and gold, so the example illustrates the method and is not a measurement of quartz. A real line departs from the assumed infinite, massless heater. For these dimensions, with the voltage read over the whole heated length, the ends lower the slope magnitude by 0.58% (the effect becomes negligible when the heater extends several decay lengths beyond inner voltage taps), and the film's heat capacity, at a rough 2.5 J/(cm³ K), raises it by 0.37%. A plate 0.5 mm thick with an insulated back changes it by about 0.01%.

Still air conducts in parallel. Where both media are in their logarithmic window, $\sqrt D$ is replaced by $\sqrt D+\kappa_{\rm air}$, an increase of 0.34% for a rough 0.026 W/(m K). Black-body surface loss is 0.006% of the conduction scale $\sqrt D|q|$ at 50 Hz. With a cold back, the steady temperature rise is 0.92 K; if conductivity varies as $1/T$ around 300 K, that lowers it locally by 0.3%. At fixed current the warming also raises $R$ and hence the power. With the cold back this steepens the third-harmonic slope by about 0.7% relative to the formula with the cold resistance. About 0.4% remains in $\sqrt D$ if the measured $V_1$, the operating $R$ and $dR/dT$ are used. The rms current density is 0.79 MA/cm².

Under these conditions each estimated effect on the slope is below 1%, smaller than the 3.2% error of replacing $\sqrt D$ by the geometric mean. The numerical output below lists the values to more digits.

## Values computed for the example and the checks

```
F at eps=0.02: integral 2.88139-0.77552j, expansion 2.88141-0.77552j
Finite elements, principal values 10 and 1, sqrt(D)=3.1623
 tilt  0 deg: from slope 3.1692, sqrt(kxx*kzz) 3.1623, F shift 0.000 (law 0.000)
 tilt 35 deg: from slope 3.1705, sqrt(kxx*kzz) 5.2803, F shift 0.170 (law 0.176)
 tilt 70 deg: from slope 3.1652, sqrt(kxx*kzz) 4.2857, F shift 0.784 (law 0.792)
 insulated back at depth 20b: F numeric 2.8899-1.1016j, law 2.8960-1.1023j
 cold back at depth 20b: F numeric 3.2390+0.0000j, law 3.2457+0.0000j
 isothermal heater lowers F by 0.1346 (law 0.1137)
Example: rough quartz-like plate, line along y
 k along axis 10.0 and across 6.0 W/(m K), tilt 40.0 deg
 C 2.0 J/(cm3 K); line width 10 um, length 5 mm; plate 0.5 mm
 R 80 ohm, beta 3.0 1e-3/K, mean power 4.0 W/m, T0 300 K
 gold film 200 nm, k 200 W/(m K), C 2.5 J/(cm3 K), rough
 kxx 7.6527, kxz 1.9696, kzz 8.3473 W/(m K)
 D 60.000 W2/(m2 K2), sqrt(D) 7.7460 W/(m K)
 sqrt(kxx*kzz) 7.9925 W/(m K)
 current 50 Hz: eps 0.00437, 1/|q| 75.6 um, dT 0.5983-0.1287j K, V3 1135.2-244.1j uV rms
 current 500 Hz: eps 0.04371, 1/|q| 23.9 um, dT 0.4099-0.1260j K, V3 777.7-239.1j uV rms
 V1 1.2649 V rms, I 15.81 mA rms
 in-phase V3 slope -155.25 uV per unit ln(omega)
 ideal dT slope -0.08219 K per ln(omega)
 sqrt(D) from third harmonic 7.7802 W/(m K) = 0.077802 W/(cm K)
 second line: true sqrt(D2) 7.0770, found 7.1143 W/(m K)
 separated k along 10.015, across 6.044 W/(m K)
 +1% in sqrt(D2) changes k along -3.21%, across 3.32%
Neglected effects; slope changes are changes of its magnitude
 finite width: slope -0.439% (law -0.447%)
 line ends: slope -0.578%
  F change at 50 Hz: sum -0.00918+0.00976j, law -0.00918+0.00976j, zero width -0.00977+0.00977j
  F change at 500 Hz: sum -0.00253+0.00305j, law -0.00253+0.00305j, zero width -0.00309+0.00309j
 plate thickness, insulated back: slope -0.0098%
 film heat capacity: slope 0.366%
 lateral film conduction: slope -0.185%, F offset -0.0984, apparent kzz 21.7%
 interface resistance 10 m2 K/GW: F offset 0.0243, apparent kzz -4.8%
 steady rise with cold back 0.917 K; k change if k~1/T -0.30%
 black radiation / conduction 0.0060%; air / crystal 0.336% (air 0.026 W/(m K), rough)
 current density 0.791 MA/cm2 rms
```
